\section*{Spin-resolved and closed-shell Mayer bond orders of minimal-basis H2+}

\section*{Data common to all parts}

The ion H$_2^+$ has one electron and two fixed protons, A and B, a distance $R$ apart. The minimal basis holds one real, normalized 1s function on each proton, $a$ on A and $b$ on B. The two functions are identical apart from their centres. Their overlap is $S=\langle a|b\rangle$, with $0<S<1$, and the overlap matrix is
\begin{equation}
\mathbf S=\begin{pmatrix}1&S\\S&1\end{pmatrix}.
\end{equation}
For spin $\tau=\alpha,\beta$, let the occupied orbitals have real coefficient vectors $\mathbf c_i$. The spin density matrix is $\mathbf P^\tau=\sum_i\mathbf c_i\mathbf c_i^{T}$, summed over the occupied orbitals of that spin, and the total density matrix is $\mathbf P=\mathbf P^\alpha+\mathbf P^\beta$. The spin-resolved Mayer bond order is
\begin{equation}
B=2\sum_{\mu\in A}\sum_{\nu\in B}\sum_{\tau}
(\mathbf P^\tau\mathbf S)_{\mu\nu}(\mathbf P^\tau\mathbf S)_{\nu\mu}.
\label{spin}
\end{equation}
The expression used for closed shells is
\begin{equation}
B_{\rm cs}=\sum_{\mu\in A}\sum_{\nu\in B}
(\mathbf P\mathbf S)_{\mu\nu}(\mathbf P\mathbf S)_{\nu\mu}.
\label{cs}
\end{equation}
The Mulliken population of atom A is $q_A=\sum_{\mu\in A}(\mathbf P\mathbf S)_{\mu\mu}$, and likewise for B. Energies are in eV and distances in angstrom.

\section*{Part (a): the density matrix}

\textbf{Question.} The electron has spin $\alpha$ and occupies the bonding orbital. Find $\mathbf P^\alpha$, $\mathbf P^\alpha\mathbf S$ and the atomic populations.

\textbf{Model answer.} Reflection in the plane midway between the protons exchanges $a$ and $b$. The orbitals are therefore even or odd combinations, and the bonding one is even: $\sigma=N_g(a+b)$. Normalization requires
\begin{equation}
1=N_g^2\left(\langle a|a\rangle+\langle b|b\rangle+2\langle a|b\rangle\right)=2N_g^2(1+S),
\qquad N_g=\frac{1}{\sqrt{2(1+S)}}.
\end{equation}
Both coefficients equal $N_g$, so that
\begin{equation}
\mathbf P^\alpha=\frac{1}{2(1+S)}\begin{pmatrix}1&1\\1&1\end{pmatrix},
\qquad \mathbf P^\beta=0.
\end{equation}
Each element of the product with $\mathbf S$ contains the sum $1+S$:
\begin{equation}
\mathbf P^\alpha\mathbf S=\frac{1}{2(1+S)}
\begin{pmatrix}1+S&S+1\\1+S&S+1\end{pmatrix}
=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix}.
\label{ps}
\end{equation}
The diagonal elements give $q_A=q_B=1/2$. The overlap has cancelled, although $\mathbf P^\alpha$ itself depends on it.

In the STO-3G basis at a chosen separation of 1.06 angstrom, $S=0.4618$. Each element of $\mathbf P^\alpha$ is $1/(2\times1.4618)=0.3420$, and each element of $\mathbf P^\alpha\mathbf S$ is $0.3420\times1.4618=0.500$.

\section*{Part (b): the two bond orders}

\textbf{Question.} Evaluate equations (\ref{spin}) and (\ref{cs}) for this state. Evaluate (\ref{cs}) also for H$_2$ with two electrons in the same kind of orbital.

\textbf{Model answer.} Each atom has one basis function, so each double sum has a single term. The $\beta$ contribution vanishes, and
\begin{equation}
B=2\,(\mathbf P^\alpha\mathbf S)_{ab}(\mathbf P^\alpha\mathbf S)_{ba}
=2\cdot\frac12\cdot\frac12=\frac12.
\end{equation}
Since $\mathbf P=\mathbf P^\alpha$, the closed-shell expression has the same two factors but lacks the prefactor 2:
\begin{equation}
B_{\rm cs}=\frac12\cdot\frac12=\frac14.
\end{equation}
In H$_2$ both spins occupy $\sigma$, hence $\mathbf P=2\mathbf P^\alpha$. Every element of $\mathbf P\mathbf S$ is then 1, and $B_{\rm cs}=1$. Equation (\ref{spin}) agrees: $2(1/4+1/4)=1$. On this scale, one electron in the bonding orbital gives half the bond order of two.

\section*{Part (c): the origin of the discrepancy}

\textbf{Question.} Rewrite (\ref{spin}) in terms of $\mathbf P$ and the spin-density matrix $\mathbf P^s=\mathbf P^\alpha-\mathbf P^\beta$. Identify the assumption that H$_2^+$ violates, and give a matrix test for it.

\textbf{Model answer.} Write $\mathbf P^\alpha=(\mathbf P+\mathbf P^s)/2$ and $\mathbf P^\beta=(\mathbf P-\mathbf P^s)/2$. For brevity let $X=\mathbf P\mathbf S$ and $Y=\mathbf P^s\mathbf S$. The sum over spins in (\ref{spin}) becomes
\begin{align}
&\tfrac14(X+Y)_{\mu\nu}(X+Y)_{\nu\mu}+\tfrac14(X-Y)_{\mu\nu}(X-Y)_{\nu\mu}\nonumber\\
&\qquad=\tfrac12\left(X_{\mu\nu}X_{\nu\mu}+Y_{\mu\nu}Y_{\nu\mu}\right),
\end{align}
because the mixed terms $XY$ and $YX$ have opposite signs in the two products and cancel. The prefactor 2 then gives
\begin{equation}
B=B_{\rm cs}+\sum_{\mu\in A}\sum_{\nu\in B}
(\mathbf P^s\mathbf S)_{\mu\nu}(\mathbf P^s\mathbf S)_{\nu\mu}.
\label{split}
\end{equation}
If $\mathbf P^\alpha=\mathbf P^\beta$, the last term is zero and (\ref{cs}) is justified. In H$_2^+$, $\mathbf P^s=\mathbf P$, and the omitted term is another $1/4$.

Using (\ref{cs}) amounts to setting $\mathbf P^\alpha=\mathbf P^\beta=\mathbf P/2$, that is, half an electron of each spin. Such matrices do arise as the average over an equal mixture of spin-up and spin-down ions. Each ion in the mixture nevertheless has $B=1/2$. The bond order is quadratic in the density matrix, so averaging the matrices first differs from averaging the bond orders.

The matrix test follows from orthonormality. Collect the occupied vectors of one spin as columns of $\mathbf C$, with $\mathbf C^T\mathbf S\mathbf C=\mathbf 1$. Then
\begin{equation}
\mathbf P^\tau\mathbf S\mathbf P^\tau\mathbf S
=\mathbf C(\mathbf C^T\mathbf S\mathbf C)\mathbf C^T\mathbf S
=\mathbf P^\tau\mathbf S.
\end{equation}
A closed shell has $\mathbf P=2\mathbf P^\alpha$, so $(\mathbf P\mathbf S)^2=4\mathbf P^\alpha\mathbf S=2\mathbf P\mathbf S$. One electron has $\mathbf P=\mathbf P^\alpha$, so $(\mathbf P\mathbf S)^2=\mathbf P\mathbf S$. The ratio of the traces of $(\mathbf P\mathbf S)^2$ and $\mathbf P\mathbf S$ is accordingly 2 for H$_2$ and 1 for H$_2^+$, as the numerical output shows.

\section*{Part (d): a meaning for the prefactor}

\textbf{Question.} Show that, for a single determinant, (\ref{spin}) measures the correlation between the numbers of electrons on A and B. Use this to decide which value is consistent for H$_2^+$.

\textbf{Model answer.} Let $\pi_A$ act on a function expanded in the basis by keeping the terms centred on A and deleting the rest. Define $\pi_B$ in the same way. Then $\pi_A+\pi_B=1$ within the basis and $\pi_A\pi_B=\pi_B\pi_A=0$. The Mulliken number operator $N_A$ is the sum of $\pi_A$ over all electrons. These operators are not Hermitian when the functions overlap, so Mulliken populations are not strict probabilities. With real orbitals the averages below are real.

For occupied orthonormal spin orbitals $i,j$, the usual rules for a determinant give
\begin{align}
\langle N_AN_B\rangle={}&\sum_i\langle i|\pi_A\pi_B|i\rangle\nonumber\\
&+\sum_{ij}\left[\langle i|\pi_A|i\rangle\langle j|\pi_B|j\rangle
-\langle i|\pi_A|j\rangle\langle j|\pi_B|i\rangle\right].
\end{align}
The first sum, in which both operators act on the same electron, is zero. The direct part of the second is $\langle N_A\rangle\langle N_B\rangle$. The covariance is therefore the exchange part alone:
\begin{equation}
K\equiv\langle N_AN_B\rangle-\langle N_A\rangle\langle N_B\rangle
=-\sum_{ij}\langle i|\pi_A|j\rangle\langle j|\pi_B|i\rangle .
\end{equation}
Only pairs of equal spin contribute, because $\pi_A$ does not act on spin. For such a pair, $\langle i|\pi_A|j\rangle=\sum_{\mu\in A}(\mathbf S\mathbf c_i)_\mu c_{\mu j}$. Inserting this and grouping the factors by orbital gives, for each spin,
\begin{align}
&\sum_{\mu\in A}\sum_{\nu\in B}
\Big[\sum_j c_{\mu j}(\mathbf S\mathbf c_j)_\nu\Big]
\Big[\sum_i c_{\nu i}(\mathbf S\mathbf c_i)_\mu\Big]\nonumber\\
&\qquad=\sum_{\mu\in A}\sum_{\nu\in B}
(\mathbf P^\tau\mathbf S)_{\mu\nu}(\mathbf P^\tau\mathbf S)_{\nu\mu}.
\end{align}
Comparison with (\ref{spin}) yields
\begin{equation}
B=-2K.
\label{cov}
\end{equation}
In H$_2^+$ there is no second electron, so $\langle N_AN_B\rangle=0$. Hence $K=0-(1/2)(1/2)=-1/4$ and $B=1/2$. The same rule gives $B=1$ for H$_2$, where $K=-1/2$. A value of $1/4$ for the ion would need a different prefactor in (\ref{cov}) from the one that gives H$_2$ a bond order of 1.

Equation (\ref{cov}) was also tested with explicit antisymmetrized wavefunctions of one, two and three electrons, built from orbitals with unequal populations. Both sides gave 0.3656, 0.7311 and 0.3656. The third state has two $\alpha$ electrons, which fill both orbitals. Then $\mathbf P^\alpha\mathbf S=\mathbf 1$ has no off-diagonal element, and the single $\beta$ electron supplies the whole bond order.

\section*{Part (e): other states, larger bases and an electric field}

\textbf{Question.} Find $B$ for a general real one-electron state. Discuss the antibonding state, a larger basis and large $R$. Then find how a uniform field along the axis changes the minimal-basis result.

\textbf{Model answer.} For one electron with coefficient vector $\mathbf c$, $(\mathbf P\mathbf S)_{\mu\nu}=c_\mu(\mathbf S\mathbf c)_\nu$. The double sum separates:
\begin{equation}
B=2\sum_{\mu\in A}c_\mu(\mathbf S\mathbf c)_\mu
\sum_{\nu\in B}c_\nu(\mathbf S\mathbf c)_\nu=2q_Aq_B,
\qquad B_{\rm cs}=q_Aq_B.
\label{qq}
\end{equation}
With $q_A+q_B=1$, this is $B=1/2-2(q_A-1/2)^2$, which cannot exceed $1/2$. Equation (\ref{qq}) holds for any number of functions on each atom. If the two atoms carry equivalent functions and the state is even or odd under reflection, then $q_A=q_B$ and $B=1/2$ again. The result is thus not an artefact of the minimal basis.

It also holds for the antibonding orbital $\sigma^*=N_u(a-b)$, with $N_u=1/\sqrt{2(1-S)}$. The off-diagonal elements of $\mathbf P\mathbf S$ are now both $-1/2$, and their product is still $1/4$. At 1.06 angstrom the STO-3G bonding state is bound by 3.16 eV relative to H and H$^+$ in the same basis, whereas the antibonding state lies 9.81 eV above that limit. At 5 angstrom the STO-3G binding energy of the bonding state is only 0.003 eV, yet $B$ remains $1/2$. These energies depend on the basis: aug-cc-pVQZ places the antibonding state 9.02 eV above the limit at 1.06 angstrom and gives a binding energy of 0.023 eV at 5 angstrom, again with $B=1/2$. The bond order records how the electron is shared; it does not measure bond energy.

For the field, place A at $z=-R/2$ and B at $z=R/2$, and let the electron's added energy be $eFz$ with $F>0$. This favours A. Reflection makes the diagonal elements of $z$ vanish in $\sigma$ and $\sigma^*$. The coupling is
\begin{align}
\langle\sigma^*|eFz|\sigma\rangle
&=eFN_gN_u\left(z_{aa}+z_{ab}-z_{ba}-z_{bb}\right)\nonumber\\
&=-\frac{eFR}{2\sqrt{1-S^2}}\equiv-v,
\end{align}
since $z_{ab}=z_{ba}$, $z_{aa}=-R/2$ and $z_{bb}=R/2$. Let $\Delta$ be the energy gap between $\sigma^*$ and $\sigma$ without the field. For the trial state $\cos\theta\,\sigma+\sin\theta\,\sigma^*$, the energy measured from the middle of the gap is $-(\Delta/2)\cos2\theta-v\sin2\theta$. It is lowest when $\tan2\theta=2v/\Delta$, or $\sin2\theta=2v/\sqrt{\Delta^2+4v^2}$.

The population of A is the product of $c_a=N_g\cos\theta+N_u\sin\theta$ and $(\mathbf S\mathbf c)_a=N_g(1+S)\cos\theta+N_u(1-S)\sin\theta$. The squared terms add to $1/2$, and the cross terms add to $2N_gN_u\sin\theta\cos\theta$. Therefore
\begin{equation}
q_A-\frac12=\frac{\sin2\theta}{2\sqrt{1-S^2}}
=\frac{eFR}{2(1-S^2)\sqrt{\Delta^2+4v^2}}.
\label{field}
\end{equation}

Take $F=0.1$ V/angstrom, which is 10 MV/cm, and keep the nuclei fixed. At 1.06 angstrom, $eFR=0.106$ eV and $\Delta=3.160+9.808=12.968$ eV. Here $2v$ is negligible beside $\Delta$, and
\begin{equation}
q_A-\frac12\simeq\frac{0.106}{2\times0.7867\times12.968}=0.0052.
\end{equation}
Direct diagonalization gives $q_A=0.5052$ and $B=0.49995$. The field hardly matters at this distance.

At 3 angstrom the same field gives $q_A=0.759$ and $B=0.366$. Inverting (\ref{field}) with $S=0.018$ gives $\Delta\simeq0.49$ eV, comparable with $eFR=0.30$ eV. At 5 angstrom, $eFR=0.50$ eV far exceeds the gap, the electron sits on A, and $B$ falls to $6\times10^{-5}$. The value $1/2$ at large separation therefore requires an environment whose asymmetry is small compared with $\Delta$. The figures at 3 and 5 angstrom belong to the STO-3G basis, whose functions decay too fast at long range. It therefore underestimates the gap and exaggerates the polarization there. In aug-cc-pVTZ the gap is 0.76 eV at 3 angstrom and 0.030 eV at 5 angstrom, and the same field gives $B=0.44$ and $B=0.002$: higher at both distances, though still close to zero at 5 angstrom.

\section*{Part (f): reading the numbers for real molecules}

\textbf{Question.} Which conclusions survive a better basis? Can the bond order of a metal-containing radical be corrected by doubling the closed-shell value?

\textbf{Model answer.} For H$_2^+$ at 1.06 angstrom, the larger cc-pVTZ basis lowers the computed binding energy from 3.16 to 2.79 eV. The STO-3G value is thus 13\% too high relative to cc-pVTZ. The real ion has a bond length of roughly 1.1 angstrom and a binding energy of roughly 2.8 eV, so the chosen geometry is typical, while the minimal-basis energy is not accurate. The bond order is $1/2$ in both bases, as symmetry requires. With the field applied, cc-pVTZ gives $B=0.49994$ and aug-cc-pVTZ gives $0.49990$. The last digit depends on the basis, but the weak response at this distance survives.

Doubling is exact for one electron by (\ref{qq}), and by (\ref{split}) whenever $\mathbf P^\beta=0$, since then $\mathbf P^s=\mathbf P$. It is not justified for radicals in general. Beryllium monohydride, BeH, is a small metal--ligand radical with five electrons. At a chosen distance of 1.34 angstrom, UHF/def2-SVP gives
\begin{equation}
B=B_{\rm cs}+\hbox{spin term}=0.935+0.018=0.953.
\end{equation}
The closed-shell expression is low by 1.9\% relative to the spin-resolved value, and doubling it would give 1.87. The spin term is thus far smaller than the closed-shell value, whereas in H$_2^+$ the two are equal. The digits depend on the basis: in def2-TZVP, cc-pVTZ and aug-cc-pVTZ, $B$ is 0.97, 0.99 and 1.01, and the spin term is 0.016, 0.018 and 0.036. A small spin term is not a general property of metal radicals. In Li$_2^+$, where a single valence electron forms the bond, UHF/def2-SVP at 3.1 angstrom gives $0.249+0.250=0.499$, as in H$_2^+$.

For open-shell metal precursors and their fragments, the sound procedure within a single-determinant method is to keep $\mathbf P^\alpha$ and $\mathbf P^\beta$ separate and use (\ref{spin}). The spin term in (\ref{split}) then shows the error of using the total density alone. It can have either sign: for H$_2$ stretched to 1.6 angstrom, the spin-broken UHF/def2-SVP solution gives $0.304-0.101=0.203$. Two limits remain. UHF omits electron correlation beyond a single determinant, and for a correlated wavefunction the derivation of (\ref{cov}) no longer applies. Moreover, the division of the electrons among atoms rests on the basis functions, so the Mayer value can in general change with the basis; the fixed value for symmetric H$_2^+$ is a special case. The BeH figures belong to the stated basis and should not be read as measured properties.

\section*{Calculated quantities}
\begin{verbatim}
H2+ chosen separation: 1.06 angstrom
H2+ STO-3G energy-minimum separation: 1.061 angstrom
H2+ overlap S: 0.461847 (dimensionless)
H2+ each alpha density element: 0.342033 (dimensionless)
H2+ off-diagonal P_alpha S: 0.500000 (dimensionless)
H2+ populations A, B: 0.500000, 0.500000 electrons
H2+ spin-resolved bond order: 0.500000 (dimensionless)
H2+ misused closed-shell value: 0.250000 (dimensionless)
H2+ number covariance: -0.250000 electrons^2
Trace ratio PSPS/PS, H2+: 1.000000 (dimensionless)
Trace ratio PSPS/PS, H2: 2.000000 (dimensionless)
H2 chosen separation: 0.74 angstrom
H2 RHF/STO-3G bond order: 1.000000 (dimensionless)
Binding energies are relative to H + H+ in the same basis
STO-3G at 1.06 angstrom: S = 0.461847, B = 0.500000, binding = 3.1596 eV
STO-3G at 3.00 angstrom: S = 0.018263, B = 0.500000, binding = 0.2429 eV
STO-3G at 5.00 angstrom: S = 0.000108, B = 0.500000, binding = 0.0027 eV
Antibonding at 1.06 angstrom: B = 0.500000, binding = -9.8083 eV
cc-pVTZ at 1.06 angstrom: B = 0.500000, binding = 2.7874 eV
Applied axial field: 0.10 V/angstrom
Field, STO-3G at 1.06 angstrom: q_A = 0.505195, q_B = 0.494805, B = 0.499946
Field, STO-3G at 3.00 angstrom: q_A = 0.759269, q_B = 0.240731, B = 0.365559
Field, STO-3G at 5.00 angstrom: q_A = 0.999971, q_B = 0.000029, B = 0.000058
Field, cc-pVTZ at 1.06 angstrom: B = 0.499938
1-electron test at 3 angstrom in field: -2 covariance = 0.365559, density formula = 0.365559
2-electron test at 3 angstrom in field: -2 covariance = 0.731117, density formula = 0.731117
3-electron test at 3 angstrom in field: -2 covariance = 0.365559, density formula = 0.365559
BeH chosen separation: 1.34 angstrom
BeH UHF/def2-SVP spin-resolved order: 0.952562 (dimensionless)
BeH misused closed-shell value: 0.934694 (dimensionless)
BeH omitted spin-density term: 0.017868 (dimensionless)
\end{verbatim}
